# Why random disks jam slowly on a plane but quickly on sites

**Question.** Hard disks land at random on a surface, stick where they land, and are rejected if they would overlap a disk already there. Why does the density approach its jammed value as $t^{-1/2}$ when the disks may land anywhere, but exponentially when they may land only on discrete sites?

**Answer.** Late in the process the rate is set by the smallest holes that can still take a disk. On a plane such holes can be arbitrarily small, and a small hole waits long to be hit. On a lattice no hole is smaller than one site, and a site has a fixed waiting time.

**The model**

Let $\sigma$ be the disk diameter and $\rho(t)$ the number of disks per area. Attempts arrive at a constant rate $k$ per unit area; $k$ is the molecular flux times the sticking probability on free surface. Adsorbed disks neither move nor leave. A new centre must lie at least $\sigma$ from every old one, so each adsorbed disk carries an exclusion circle of radius $\sigma$. If $\phi(t)$ is the fraction of the plane outside all these circles, then

$$\frac{d\rho}{dt}=k\,\phi(t).$$

**The small targets on a plane**

Late in the process the open area consists of small separate patches, called targets here. A disk that lands in a patch narrower than $\sigma$ closes it, so each target takes one disk. Attempts fall on a target of area $A$ at rate $kA$, and it is still open after a time $t$ with probability $e^{-kAt}$.

A small target is enclosed by three exclusion circles. Let the three disk centres form an acute triangle with angles $\alpha,\beta,\gamma$, and let its circumcentre $O$ be at distance $\sigma+h$ from each centre. Each exclusion circle then passes at distance $h$ from $O$. For small $h$ the arcs are nearly straight, and the target is a triangle with inscribed radius $h$.

By the inscribed-angle theorem, the directions from $O$ to the centres are separated by $2\alpha,2\beta,2\gamma$. Two edges whose normals differ by $2\alpha$ meet at a corner. The line from $O$ to that corner splits the piece between the two normals into two right triangles, each with legs $h$ and $h\tan\alpha$. Their total area is $h^2\tan\alpha$, so

$$A=h^2(\tan\alpha+\tan\beta+\tan\gamma).$$

Since $\gamma=\pi-\alpha-\beta$,

$$\tan\gamma=-\frac{\tan\alpha+\tan\beta}{1-\tan\alpha\tan\beta}.$$

Multiplying by the denominator and rearranging shows that the sum of the tangents equals their product:

$$A=c\,h^2,\qquad c=\tan\alpha\tan\beta\tan\gamma\ \ge 3\sqrt3 .$$

The bound follows because the tangent is convex below $90^\circ$, so the sum is smallest for equal angles. For angles of 50°, 60° and 70° the formula gives $c=5.671$. Numerical integration of the region between the true arcs at $h=0.001\,\sigma$ gives $A/h^2=5.681$. The excess arises because the arcs bend away from $O$.

**Why arbitrarily small targets exist**

Let $n(h,c)\,dh\,dc$ be the number of such holes per area. A hole with $h>0$ can take a disk; one with $h<0$ cannot. The three disks around it arrived without reference to whether a fourth would later fit, so nothing in their placement singles out $h=0$. The density of holes should therefore pass smoothly through $h=0$ with a finite value. This is a physical argument, not a proof, and it is tested below.

Summing the surviving targets gives the number of disks still to come:

$$\rho(\infty)-\rho(t)\simeq\int dc\int_0^\infty dh\;n(h,c)\,e^{-kch^2t}.$$

At late times the exponential confines $h$ to about $h_t=1/\sqrt{ckt}$, so $n(h,c)$ may be replaced by $n(0,c)$. With $\int_0^\infty e^{-bh^2}dh=\tfrac12\sqrt{\pi/b}$ and $b=kct$,

$$\rho(\infty)-\rho(t)\simeq\frac{B}{\sqrt{kt}},\qquad B=\frac{\sqrt\pi}{2}\int dc\,\frac{n(0,c)}{\sqrt c}.$$

The exponent thus combines two facts: the density of holes is flat in $h$, and the area is quadratic in $h$. Two neighbouring targets that compete for one disk need two small gaps at once. Their density carries $dh_1\,dh_2$, and they contribute only at order $1/t$.

Rods on a line show what the quadratic area does. There a gap that exceeds the rod length by $h$ offers a target of length $h$, not $h^2$. With $k$ now a rate per length, the same sum gives $\int_0^\infty n(0)e^{-kht}dh=n(0)/(kt)$, a faster approach.

**The amplitude from the finished layer**

Smoothness at $h=0$ has a consequence that can be checked. The jammed layer has no holes with $h>0$, but those with $h$ slightly negative remain, and their density must give $n(0,c)$. The late kinetics can therefore be predicted from a still picture of the final layer.

A simulation in a periodic square of side $353.6\,\sigma$ was run until no room was left. It placed 87,050 disks, a covered fraction of 0.547 and a density $\rho(\infty)=0.696\,\sigma^{-2}$. The holes were found by Delaunay triangulation, which joins centres into triangles whose circumcircles contain no other centre. Counting acute triangles just below the threshold, each with weight $c^{-1/2}$, and extrapolating linearly to $h=0$ gives $0.453\,\sigma^{-3}$ for the integral. Hence

$$B=0.886\times0.453\,\sigma^{-3}\approx0.40\,\sigma^{-3}.$$

The value moves between about 0.38 and 0.40 with the random layer and the range of $h$ used in the extrapolation, so it is good to about 5%. The numbers below use 0.401.

The deficit $\rho(\infty)-\rho(t)$, in units of $\sigma^{-2}$, compares as follows:

| $k\sigma^2t$ | simulated | $B/\sqrt{kt}$ |
|---|---|---|
| 100 | 0.0356 | 0.0401 |
| 1000 | 0.0122 | 0.0127 |
| 10000 | 0.0038 | 0.0040 |

Between the first and last rows the mean logarithmic slope is $-0.485$. The simulated value lies 11% below the prediction at 100 and 4% below at 1000; the second gap is within the uncertainty of $B$ and the 3% counting error, so these rows do not fix the form of the correction. A correction of relative order $t^{-1/2}$ is expected, because a slope of $n$ in $h$, the curvature of the arcs and the competition between neighbouring targets each add one power of $h_t$. The last row rests on about 480 disks, so its counting error is about 5%.

**Why sites give an exponential**

Now let centres sit only on sites of a square lattice with spacing $a$. Each arrival is assigned to its nearest site, so every site is tried at rate $k_s=ka^2$. A disk blocks the finite set of sites closer than $\sigma$.

Call a site open if it is empty and unblocked. A site open at time $t$ has never been tried. Blocking is permanent, so the site was also open at all earlier times, and any attempt would have filled it. Therefore

$$P_{\rm open}(t)=e^{-k_st}\,q(t).$$

The first factor is the probability of no attempt. The second, $q(t)$, is the probability that the neighbours have not blocked the site, given that it has not been tried; it can be found by barring the site from adsorbing. Since blocking is permanent, $q(t)$ falls from 1 to a limit $q_\infty\ge0$.

The occupation per site grows at rate $k_sP_{\rm open}$, so the deficit per site is

$$D(t)=\int_t^\infty k_s\,e^{-k_ss}\,q(s)\,ds .$$

Because $q_\infty\le q(s)\le q(t)\le1$ in this integral,

$$q_\infty e^{-k_st}\le D(t)\le q(t)\,e^{-k_st}\le e^{-k_st}.$$

As $q(t)\to q_\infty$, the two sides close on $D(t)\to q_\infty e^{-k_st}$ if $q_\infty>0$. If $q_\infty=0$, the decay is faster still. The argument uses a common attempt rate but no regular arrangement of sites. If the rates vary from site to site, the slowest sites govern the end, and a spread of rates reaching down to zero can destroy the exponential.

For $\sigma/a=2.22$ each disk blocks 13 sites, its own included. In a simulation with 1.44 million sites, the adsorptions after $k_st=4$ decayed at $0.96\,k_s$, with a counting error of about 4%. A separate run with widely spaced barred sites gave $q_\infty=0.019$, from about 420 open sites. The product $D\,e^{k_st}$ was 0.022 at $k_st=4$. Few neighbouring sites can still adsorb by then, so the two numbers should nearly agree. Their gap is mainly sampling error, and these runs fix $q_\infty$ only to about 15%. With five million sites both numbers come out at 0.021, the value used below.

**How the two laws join**

A surviving target on the plane has a typical area $ch_t^2=1/(kt)$. This equals the area $a^2$ of one site when $ka^2t=1$. A fine lattice should stay near the plane's curve well before that time and drop below it afterwards. For $\sigma/a=20$ the simulated deficit was 0.83 of the plane's at $ka^2t=0.04$, roughly 0.24 at 1 and 0.04 at 4, the last two from only about 45 and 4 disks. As $a\to0$ the crossover time $1/(ka^2)$ grows without limit, and the power law extends to all late times.

**A precursor pulse in numbers**

Take round values in the rough regime of heavy alkylamide precursors in atomic layer deposition: footprint $\sigma=1.0$ nm, site spacing $a=0.45$ nm, pressure 0.1 Torr, temperature 500 K, molar mass 400 g/mol and an assumed sticking probability of 0.001. Sticking probabilities vary by orders of magnitude with precursor and temperature, and all adsorption times below scale as the inverse of this number. With $m$ the molecular mass, kinetic theory gives the flux

$$F=\frac{p}{\sqrt{2\pi mk_BT}}=7.86\times10^4\ \mathrm{nm^{-2}\,s^{-1}},$$

so $k=0.001\,F=78.6\ \mathrm{nm^{-2}\,s^{-1}}$ and $k_s=78.6\times0.45^2=15.9\ \mathrm{s^{-1}}$. The same $k$ is used for both surfaces. For this particular $\sigma/a$ their jammed densities happen to be nearly equal, 0.696 nm⁻² on the plane and 0.690 nm⁻² on the sites.

The time to come within a fraction $\delta$ of jamming on the plane follows from $B/\sqrt{kt}=\delta\rho(\infty)$. For $\delta=0.01$,

$$t=\frac1k\left(\frac{B}{\delta\rho(\infty)}\right)^2=\frac{1}{78.6}\left(\frac{0.401}{0.00696}\right)^2\mathrm{s}\approx42\ \mathrm{s}.$$

On the sites, with 0.1397 disks per site at jamming,

$$t=\frac{1}{k_s}\ln\frac{q_\infty}{\delta\times0.1397}=\frac{1}{15.9}\ln\frac{0.021}{0.001397}\ \mathrm{s}\approx0.17\ \mathrm{s}.$$

The simulations give 39 s and 0.18 s. Both plane times are good to only about 10%: the formula because it goes as $B^2$, the simulation because it rests on the last 870 disks. The uncertainty in $q_\infty$ shifts the site time by only about 0.01 s. For $\delta=0.001$ the plane needs 100 times longer, about 4200 s by the formula. The sites need only $\ln10/k_s=0.14$ s more.

**What a real surface changes**

Chemisorption on a hydroxylated oxide uses discrete reactive groups, whose density depends on the oxide and its pretreatment; about five per nm² is assumed here. The site picture is therefore the closer one, although real groups are irregular and differ in reactivity. The jammed density of 0.69 nm⁻² is low: such processes deposit roughly two to three metal atoms per nm² per cycle. Precursors lose ligands on reacting, which breaks the assumption of a fixed footprint. A molecule that is first weakly held and wanders over the surface before reacting can also search for holes, which the rate law $d\rho/dt=k\phi$ leaves out. In the plane model, a density of 2.5 nm⁻² would need a diameter of about 0.53 nm. At fixed $k$ the time to reach a given fraction of jamming on the plane scales as $1/\sigma^2$, so the 42 s would become about 150 s.

The long tail on the plane is also fragile. With an assumed lateral stiffness $\kappa=10$ N/m, a footprint wobbles by $\sqrt{k_BT/\kappa}=0.026$ nm. The typical gap $h_t$, taken at the median $c=7.1$, shrinks to this size after 2.6 s, a time that does not depend on $\sigma$. About 4% of the layer is then still missing for $\sigma=1.0$ nm, and about 6% for 0.53 nm. Beyond that time rigid disks are a poor model, and the 42 s is a property of the model, not a forecast. With an assumed hopping barrier of 1.5 eV and attempt frequency of $10^{13}\ \mathrm{s^{-1}}$, a disk with free room around it would hop about 0.3 times in 42 s but some 32 times in 4200 s, so immobility is doubtful there too, although neighbours block many of these hops. In the 0.3 s that the sites need to come within 0.1%, it would hop only about 0.002 times.

Wobble matters on the sites in another way. The closest allowed pair is $0.45\sqrt5=1.006$ nm apart, a clearance smaller than the wobble. The set of blocked sites, and with it the jammed density and $q_\infty$, is therefore uncertain: if that pair is forbidden too, each disk blocks 21 sites, the jammed density falls from 0.69 to 0.43 nm⁻² and $q_\infty$ roughly halves. For any fixed blocking set of finite range and a common attempt rate, the deficit still decays at least as fast as $e^{-k_st}$.
